# Franck–Condon Recursions and Completeness for Displaced Oscillators with Unequal Frequencies

## The cutoff decision

A multiphonon capture or emission rate that is summed level by level needs a table of vibrational overlaps, and the implementer must decide how many final levels to store. The squared overlaps of one initial level with all final levels add up to one, so the shortfall of a finite sum measures the weight left out. It does not show that the right frequency was assigned to the right well, nor that a small overlap deep in the tail is accurate. The recursions below give the overlaps, and a second sum rule covers part of what the first cannot see.

In golden-rule form, with a constant electronic coupling $V$ and $\hbar=1$, the rate is

$$W=2\pi |V|^2\sum_n p_n\sum_m F_{mn}^2\,
\delta\!\left[E_0+(n+\tfrac12)\omega_i-(m+\tfrac12)\omega_f\right].$$

Here $p_n$ is the population of initial level $n$, and $E_0$ is the energy of the initial well minimum minus that of the final one. In practice the delta function is replaced by a line of finite width. The completeness sum contains no delta function: it runs over all final levels, whether or not they conserve energy.

## Model and conventions

One mass-weighted coordinate $Q$ describes the trap, with $[Q,p]=i$ and

$$H_i=\frac{p^2}{2}+\frac{\omega_i^2Q^2}{2},\qquad
H_f=\frac{p^2}{2}+\frac{\omega_f^2(Q-\Delta)^2}{2}.$$

Both frequencies are positive and $\Delta$ is real. The states $|n_i\rangle$ and $|m_f\rangle$ are normalized Hermite functions, positive for large positive $Q$, and $F_{mn}=\langle m_f|n_i\rangle$ is real. Four dimensionless numbers suffice:

$$t=\frac{\omega_f-\omega_i}{\omega_f+\omega_i},\quad
u=\frac{2\sqrt{\omega_i\omega_f}}{\omega_f+\omega_i},\quad
g=\Delta\sqrt{\frac{\omega_i}{2}},\quad
d=\Delta\sqrt{\frac{\omega_f}{2}}.$$

They satisfy $t^2+u^2=1$, and inserting the definitions gives two identities used below:

$$ug=(1-t)d,\qquad ud=(1+t)g. \tag{1}$$

The relaxation energy is $\omega_f^2\Delta^2/2=\omega_fd^2$ in the final well and $\omega_ig^2$ in the initial well. Anharmonicity and mixing of several modes lie outside the model.

## From ladder operators to recursions

The lowering operators of the two wells are

$$a=\sqrt{\frac{\omega_i}{2}}\,Q+\frac{ip}{\sqrt{2\omega_i}},\qquad
b=\sqrt{\frac{\omega_f}{2}}\,(Q-\Delta)+\frac{ip}{\sqrt{2\omega_f}}.$$

The first definition and its adjoint give $Q=(a+a^\dagger)/\sqrt{2\omega_i}$ and $ip=\sqrt{\omega_i/2}\,(a-a^\dagger)$. With $r=\sqrt{\omega_f/\omega_i}$, substitution into $b$ yields

$$b=\frac r2(a+a^\dagger)+\frac1{2r}(a-a^\dagger)-d
=ca+sa^\dagger-d,$$

where $c=(r+1/r)/2=1/u$ and $s=(r-1/r)/2=t/u$. Hence $c^2-s^2=1$. To invert, form

$$cb-sb^\dagger=(c^2-s^2)a+(cs-sc)a^\dagger-(c-s)d=a-\frac dr .$$

Since $d/r=g$,

$$a=cb-sb^\dagger+g. \tag{2}$$

Now take matrix elements of $b$ and $b^\dagger$ between $\langle m_f|$ and $|n_i\rangle$. Acting to the left, $\langle m_f|b=\sqrt{m+1}\langle(m+1)_f|$ and $\langle m_f|b^\dagger=\sqrt m\langle(m-1)_f|$. Acting to the right, $a$ and $a^\dagger$ change $n$. Therefore

$$\sqrt{m+1}F_{m+1,n}=c\sqrt nF_{m,n-1}+s\sqrt{n+1}F_{m,n+1}-dF_{mn}, \tag{3}$$

$$\sqrt mF_{m-1,n}=c\sqrt{n+1}F_{m,n+1}+s\sqrt nF_{m,n-1}-dF_{mn}. \tag{4}$$

Dividing (4) by $c\ge1$, with $1/c=u$ and $s/c=t$, gives the recursion in the initial quantum number:

$$\boxed{\sqrt{n+1}F_{m,n+1}=-t\sqrt nF_{m,n-1}+u\sqrt mF_{m-1,n}+udF_{mn}} \tag{5}$$

Insert (5) into (3), using $su=t$:

$$\sqrt{m+1}F_{m+1,n}=(c-st)\sqrt nF_{m,n-1}+t\sqrt mF_{m-1,n}-(1-t)dF_{mn}.$$

Here $c-st=(c^2-s^2)/c=u$, and (1) replaces $(1-t)d$ by $ug$:

$$\boxed{\sqrt{m+1}F_{m+1,n}=t\sqrt mF_{m-1,n}+u\sqrt nF_{m,n-1}-ugF_{mn}} \tag{6}$$

Terms with a negative index are zero.

The starting value is the overlap of two Gaussians with normalization $(\omega_i\omega_f/\pi^2)^{1/4}$. Completing the square in the exponent,

$$\omega_iQ^2+\omega_f(Q-\Delta)^2=
(\omega_i+\omega_f)\left(Q-\frac{\omega_f\Delta}{\omega_i+\omega_f}\right)^2
+\frac{\omega_i\omega_f\Delta^2}{\omega_i+\omega_f}.$$

The integral over $Q$ contributes $\sqrt{2\pi/(\omega_i+\omega_f)}$, which turns the prefactor into $\sqrt u$. The last term equals $ugd$, so

$$F_{00}=\sqrt u\,e^{-ugd/2}. \tag{7}$$

Fill row $m=0$ with (5), then raise $m$ with (6) for every stored $n$. Each entry uses lower indices only, so enlarging the table leaves earlier entries unchanged. For very large $ugd$ the starting value underflows. If only a few initial levels are stored, the linearity of the recursions offers a remedy: the two rows in use can be rescaled together whenever their entries grow large, and the logarithm of the accumulated scale stored with each row. With hundreds of initial levels this can fail, because the entries of a single row may themselves span too wide a range. Rescaling also does nothing against rounding errors, which can spoil the table much sooner. For the model trap below, in double precision, the orthonormality sums (9) are wrong by about $10^{-5}$ with 50 initial levels and fail completely with 100. A large table therefore needs higher precision or another method, and (9) should be checked for all stored initial levels. One fixed scale for the whole table may not suffice, since its entries can span more than the floating-point range.

Reversing $\Delta$ gives $F_{mn}\to(-1)^{m+n}F_{mn}$, since only the terms with $g$ or $d$ connect entries of opposite parity. The squares do not change. The sign matters for a coupling $V_0+V_1Q$, whose matrix element is

$$V_0F_{mn}+\frac{V_1}{\sqrt{2\omega_i}}
\left(\sqrt nF_{m,n-1}+\sqrt{n+1}F_{m,n+1}\right),$$

because the relative sign of its two parts then reverses.

## The squared sum for the lowest initial level

Define $G(z)=\sum_mF_{m0}z^m/\sqrt{m!}$. Multiply (6) at $n=0$ by $z^m/\sqrt{m!}$ and sum. The left side is $G'(z)$, because $\sqrt{m+1}/\sqrt{m!}=(m+1)/\sqrt{(m+1)!}$. The first term on the right is $tzG$, because $\sqrt m/\sqrt{m!}=1/\sqrt{(m-1)!}$. Thus

$$G'=(tz-ug)G,\qquad G(z)=F_{00}e^{tz^2/2-ugz}.$$

To obtain squared coefficients, use the plane integral

$$\int\frac{d^2z}{\pi}e^{-|z|^2}z^m\bar z^k=m!\,\delta_{mk}.$$

The angle gives the Kronecker delta and the radius gives $m!$. Applied to $|G(\sqrt x\,z)|^2$ with $x>0$, it produces $P(x)=\sum_mF_{m0}^2x^m$. Integrating first over a disk and then enlarging it justifies the termwise step, since every term is nonnegative and grows with the disk.

With $z=\xi+i\eta$, the total exponent is

$$-(1-tx)\xi^2-(1+tx)\eta^2-2ug\sqrt x\,\xi.$$

For $|t|x<1$ both Gaussian integrals converge and

$$P(x)=\frac{F_{00}^2}{\sqrt{1-t^2x^2}}
\exp\!\left(\frac{u^2g^2x}{1-tx}\right). \tag{8}$$

At $x=1$ the square root is $u$, cancelling the $u$ in $F_{00}^2=ue^{-ugd}$. The exponent is $u^2g^2/(1-t)=(1+t)g^2=ugd$ by (1), cancelling the other exponential. Hence $P(1)=1$. Completeness of the final states was not assumed.

## All initial levels, and why this proves completeness

Let $F_n$ denote column $n$, and define $(Bf)_m=\sqrt{m+1}f_{m+1}$ and $(B^\dagger f)_m=\sqrt mf_{m-1}$ on sequences. Matrix elements of (2) and its adjoint give, with $A=cB-sB^\dagger+g$,

$$AF_n=\sqrt nF_{n-1},\qquad A^\dagger F_n=\sqrt{n+1}F_{n+1}.$$

Because $|t|<1$, some $x>1$ keeps $P(x)$ finite, and then $F_{m0}^2\le P(x)x^{-m}$. Column zero decays geometrically. Each use of $A^\dagger$ adds index shifts and factors growing as $\sqrt m$, so every column decays fast enough for the sums below to be rearranged.

Write $(f,h)=\sum_mf_mh_m$. Moving $A^\dagger$ to the other factor gives

$$\sqrt{n+1}(F_k,F_{n+1})=(F_k,A^\dagger F_n)=(AF_k,F_n)=\sqrt k(F_{k-1},F_n).$$

For $k=0$ the right side vanishes, so column zero is orthogonal to all later columns. For $k>0$ both indices fall by one. Unequal indices end at such a zero; equal indices carry a factor of one at each step and end at $(F_0,F_0)=1$. Therefore

$$\sum_mF_{mn}F_{mk}=\delta_{nk}. \tag{9}$$

The final states are orthonormal, so expanding an initial state in the first $M$ of them leaves the squared error

$$\left\|\,|n_i\rangle-\sum_{m<M}F_{mn}|m_f\rangle\right\|^2
=1-\sum_{m<M}F_{mn}^2. \tag{10}$$

By (9) it tends to zero, so each initial state lies in the closed span of the final states. To show that this span contains every square-integrable function, set $\omega_i=\omega_f$ and let the displacement take every real value. Every displaced ground-state Gaussian then lies in the span. A function $\psi$ orthogonal to the span has zero convolution with that Gaussian. The Fourier transform of the convolution is the transform of $\psi$ times a Gaussian without zeros, so $\psi=0$. This proves completeness.

Exchanging the wells replaces $(\omega_i,\omega_f,\Delta)$ by $(\omega_f,\omega_i,-\Delta)$ and transposes the table. The squared sum over initial levels at fixed $m$ is therefore also one.

## Two limits and the shape of the distribution

At equal frequencies $t=0$, $u=1$ and $g=d$. Equation (6) becomes $F_{m+1,0}=-dF_{m0}/\sqrt{m+1}$, which gives the Poisson law

$$F_{m0}^2=e^{-d^2}\frac{d^{2m}}{m!}.$$

At zero displacement $g=d=0$. Odd final levels cannot be reached from $n=0$, and repeated use of (6) gives

$$F_{2k,0}^2=u\,t^{2k}\frac{(2k)!}{4^k(k!)^2}.$$

A change of frequency alone thus creates phonons in pairs.

Between these limits, applying $x\,d/dx$ to $\ln P$ once and twice and setting $x=1$ gives the mean and variance of $m$ for $n=0$:

$$\langle m\rangle=d^2+\frac{t^2}{u^2},\qquad
\operatorname{var}(m)=d^2\frac{\omega_f}{\omega_i}+\frac{2t^2}{u^4}. \tag{11}$$

In the first terms, (1) turned $u^2g^2/(1-t)^2$ into $d^2$, and $(1+t)/(1-t)=\omega_f/\omega_i$. When displacement dominates, a softer final well narrows the distribution relative to a Poisson law with the same $d^2$.

This does not fix the far tail. For $t\ne0$ the series $P(x)$ has convergence radius $1/|t|$, whereas the Poisson series converges for every $x$. Sufficiently far out there are therefore levels whose factors exceed the Poisson values, even if nearer tail levels lie below them.

## A model trap

Take phonon energies of 60 meV initially and 40 meV finally, with $d^2=6$. These are model parameters, not those of a material. With energies in meV, $\Delta=0.5477\ \mathrm{meV}^{-1/2}$, which corresponds to 1.12 Å times the square root of an atomic mass unit. Then $t=-0.2$, $u=0.9798$, $g=3$ and $d=2.4495$. The relaxation energies are $40\times6=240$ meV in the final well and $60\times9=540$ meV in the initial well.

Since $ugd=7.2$, the first entries are

$$F_{00}=\sqrt{0.9798}\,e^{-3.6}=0.02705,$$

$$F_{10}=-(2.9394)(0.02705)=-0.0795,$$

$$F_{20}=\frac{-0.2(0.02705)-2.9394(-0.0795)}{\sqrt2}=0.1614,$$

$$F_{01}=(2.4)(0.02705)=0.0649,$$

$$F_{11}=0.9798(0.02705)-2.9394(0.0649)=-0.1643.$$

Direct integration of the wavefunctions gives the same values. The tests compare 41 final and six initial levels for three pairs of frequencies, with displacements of both signs; the largest absolute difference is $6.4\times10^{-14}$. With 160 final levels, the largest error in (9) is $3.2\times10^{-14}$. These figures say nothing about much larger quantum numbers or displacements.

The partial sums show how the cutoff depends on the initial level:

| Final levels kept | $n=0$ | $n=3$ |
|---|---:|---:|
| 10 | 0.95346 | 0.46610 |
| 15 | 0.999995 | 0.81964 |
| 20 | 1.00000 | 0.99995 |

Fifteen levels are ample for the total weight from $n=0$ but lose 18% of the weight from $n=3$. The cutoff must therefore be checked for the highest initial level that matters thermally. With 12 levels and $n=0$, the missing weight is $3.99\times10^{-3}$, equal to the separately integrated squared error in (10).

A guaranteed limit for $n=0$ follows from (8). If $x>1$ and $|t|x<1$, then $x^{m-M}\ge1$ for $m\ge M$, so

$$\sum_{m\ge M}F_{m0}^2\le x^{-M}P(x).$$

For $M=20$ and $x=3$, the exponent in (8) is $8.64\times3/1.6=16.2$ and the bound is $2.8\times10^{-6}$. The actual missing weight is $6.3\times10^{-10}$. The bound is safe but loose, and $x$ was not optimized.

## What the squared sum cannot detect

Suppose the two frequencies are interchanged while $\Delta$ is kept. The resulting table describes another valid pair of oscillators, so its squared sum is still one. For $\Delta\ne0$ the mean final energy exposes the error; at $\Delta=0$ the interchange leaves every squared overlap unchanged. In $|n_i\rangle$, $\langle p^2\rangle=(n+\frac12)\omega_i$, $\langle Q^2\rangle=(n+\frac12)/\omega_i$ and $\langle Q\rangle=0$. Evaluating $\langle H_f\rangle$ in the final basis and directly gives

$$\sum_m(m+\tfrac12)\omega_fF_{mn}^2=
(n+\tfrac12)\frac{\omega_i^2+\omega_f^2}{2\omega_i}
+\frac{\omega_f^2\Delta^2}{2}. \tag{12}$$

For $n=0$ the right side is $21.67+240=261.67$ meV. Division by 40 meV and subtraction of one half give $\langle m\rangle=6.04$, in agreement with (11) and with the table. The interchanged table gives 9.04. An implementation should therefore check both (9) and (12), with the right side of (12) computed from the intended physical inputs.

Neither the squared sum nor (12) certifies a single tail factor: changes in the ratio $1:-2:1$ to the squared overlaps of three neighbouring levels leave both unaltered. The sums in (9) with $n\ne k$ can reveal such a change, because they contain the overlaps themselves and not their squares. A wholly different distribution may still be caught. The Poisson law for $d^2=6$ passes the first sum, but its mean energy is 260 meV instead of 261.67 meV, so (12) exposes it if checked closely enough. The correct factors compare with that law as follows:

| $m$ | $F_{m0}^2$ | Poisson | Ratio |
|---:|---:|---:|---:|
| 6 | 0.194 | 0.161 | 1.20 |
| 10 | 0.0312 | 0.0413 | 0.75 |
| 15 | $4.36\times10^{-6}$ | $8.91\times10^{-4}$ | 0.0049 |

Equation (11) gives a variance of $6\times40/60+0.08/0.9216=4.09$, against 6 for the Poisson law, which accords with the higher centre and lower flank. Recursion (6) shows how small factors can arise. While successive $F_{m0}$ alternate in sign, a negative $t$ makes its two terms oppose each other, and the opposing term carries a factor $\sqrt m$. At $m=15$ the equal-frequency law is too large by a factor of about 200, although both distributions sum to one.

At the same final level, $F_{15,n}^2$ rises from $4.4\times10^{-6}$ for $n=0$ to $9.2\times10^{-4}$ for $n=1$ and $2.0\times10^{-2}$ for $n=2$. These are not relative rates at one trap energy: at fixed $m$, energy conservation requires a different $E_0$ for each $n$. At 300 K and $m=15$, the population of $n=2$ is about 100 times smaller than that of $n=0$, yet its product with the squared overlap is 45 times larger. At one trap energy the order can reverse. For $E_0=590$ meV, energy conservation takes $n=0$ to $m=15$ but $n=2$ to $m=18$, where $F_{18,2}^2=1.4\times10^{-5}$, and the product for $n=2$ is then about 33 times smaller than that for $n=0$. Whether an initial level matters must therefore be judged from the product at its own energy-conserving final levels. For a rate, the cutoff must include the energy-conserving levels and the full width of the broadened line, even when the squared sum has already reached one to the displayed precision.

## Values computed for the example and the checks

```
initial phonon energy = 60.0 meV
final phonon energy = 40.0 meV
displacement = 0.547723 meV^(-1/2)
displacement = 1.1198 sqrt(atomic mass unit) angstrom
t = -0.200000, u = 0.979796 (dimensionless)
g = 3.000000, d = 2.449490 (dimensionless)
g^2 = 9.0000, d^2 = 6.0000 (dimensionless)
relaxation energy in final well = 240.00 meV
relaxation energy in initial well = 540.00 meV
F[0,0]: recursion 0.02704629, integral 0.02704629
F[1,0]: recursion -0.07949953, integral -0.07949953
F[2,0]: recursion 0.16141174, integral 0.16141174
F[0,1]: recursion 0.06491109, integral 0.06491109
F[1,1]: recursion -0.16429902, integral -0.16429902
sum m<5, n=0..3: 0.22761112 0.34915298 0.29508859 0.24603573
sum m<10, n=0..3: 0.95345758 0.67627980 0.47950890 0.46610194
sum m<15, n=0..3: 0.99999506 0.99899604 0.97425678 0.81964293
sum m<20, n=0..3: 1.00000000 0.99999971 0.99998888 0.99994617
sum m<30, n=0..3: 1.00000000 1.00000000 1.00000000 1.00000000
missing weight m>=12, n=0 = 3.986441e-03
squared expansion error, 12 states = 3.986441e-03
missing weight m>=20, n=0 = 6.3214e-10
bound on that weight with x=3.0 = 2.8462e-06
mean final quantum number, n=0 = 6.041667
mean final vibrational energy = 261.6667 meV
sum with frequencies interchanged = 1.0000000000
mean quantum number, interchanged = 9.041667
m=6: F[m,0]^2 1.935367e-01, Poisson 1.606231e-01, ratio 1.2049
m=10: F[m,0]^2 3.115062e-02, Poisson 4.130309e-02, ratio 0.7542
m=15: F[m,0]^2 4.356559e-06, Poisson 8.912556e-04, ratio 0.0049
F[15,n]^2 for n=0,1,2: 4.356559e-06 9.214265e-04 2.033275e-02
largest overlap difference, all cases = 6.4e-14
largest orthonormality error, all cases = 3.2e-14
```
